# Stripe domains leave a depolarization field near the film's faces: a program that tests the result

```python
# RESULT UNDER TEST: equal stripe domains cancel only the laterally averaged
# depolarization field. A local field remains near the film faces; for thick
# layers its surface value does not depend on stripe width, and it decays over
# a depth of order the stripe width.
# Stack: metal / dielectric / ferroelectric film / dielectric / metal, shorted.
# w stripe width, d film thickness, t thickness of each dielectric (nm);
# ex, ez film permittivities, ed dielectric permittivity (relative);
# sigma net face charge (polarization minus trapped charge), + for 0 < x < w.
# z is measured from the film's middle plane. Unit fields are per sigma/eps0.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import splu
from scipy.special import zeta

pi = np.pi
odd = np.arange(1, 200001, 2)


def amplitudes(stack, wall=0.0):
    w, d, t, ex, ez, ed = stack
    q = odd * pi / w
    kappa = np.sqrt(ex / ez)
    sheet = 4 / (pi * odd) * np.sinc(q * wall / (2 * pi))
    stiffness = (np.sqrt(ex * ez) / np.tanh(kappa * q * d / 2)
                 + ed / np.tanh(q * t))
    return q, kappa, sheet, sheet / (q * stiffness)


def series(x, distance, stack, in_film=True, wall=0.0):
    """Potential, Ex, Ez at a distance from the upper film face."""
    w, d, t, ex, ez, ed = stack
    q, kappa, sheet, amp = amplitudes(stack, wall)
    a, full, sign = (kappa * q, d, -1) if in_film else (q, 2 * t, 1)
    near = np.exp(-a * distance)
    far = np.exp(-a * (full - distance))
    norm = 1 - np.exp(-a * full)
    odd_part, even_part = (near - far) / norm, (near + far) / norm
    phi = np.sum(amp * np.sin(q * x) * odd_part)
    e_x = -np.sum(amp * q * np.cos(q * x) * odd_part)
    e_z = sign * np.sum(amp * a * np.sin(q * x) * even_part)
    return phi, e_x, e_z


def domain_average(stack):
    """Size of the film field at the face, averaged over one domain."""
    w, d, t, ex, ez, ed = stack
    q, kappa = odd * pi / w, np.sqrt(ex / ez)
    ratio = np.tanh(kappa * q * d / 2) / (kappa * np.tanh(q * t))
    return np.sum(8 / (pi * odd) ** 2 / (ez + ed * ratio))


def single_domain(stack):
    w, d, t, ex, ez, ed = stack
    return 1 / (ez + ed * d / (2 * t))


def face_energy(stack):
    q, kappa, sheet, amp = amplitudes(stack)
    return np.sum(sheet * amp) / 4


def poisson(stack, step, sheets):
    """Finite-volume solution for given face charges; periodic in x."""
    w, d, t, ex, ez, ed = stack
    half = d / 2 + t
    nx, nz = round(2 * w / step), round(2 * half / step)
    middle = -half + step * (np.arange(nz) + 0.5)
    film = np.abs(middle) < d / 2
    vertical = np.where(film, ez, ed).astype(float)
    lateral = np.where(film, ex, ed).astype(float)
    row_lateral = (lateral[:-1] + lateral[1:]) / 2
    tz = diags([vertical[:-1] + vertical[1:], -vertical[1:-1],
                -vertical[1:-1]], [0, 1, -1])
    ring = diags([2.0, -1.0, -1.0, -1.0, -1.0],
                 [0, 1, -1, nx - 1, 1 - nx], shape=(nx, nx))
    matrix = kron(tz, identity(nx)) + kron(diags([row_lateral], [0]), ring)
    solver = splu(matrix.tocsc())
    top = round((half + d / 2) / step) - 1
    bottom = round((half - d / 2) / step) - 1
    answers = []
    for sheet in sheets:
        source = np.zeros((nz - 1, nx))
        source[top] = sheet * step
        source[bottom] = -sheet * step
        answers.append(solver.solve(source.ravel()).reshape(nz - 1, nx))
    return answers, top


def grid_x(w, step):
    return step * (np.arange(round(2 * w / step)) + 0.5)


def grid_average(phi, top, stack, step):
    """Domain-averaged film field at the face, from Gauss's law."""
    w, d, t, ex, ez, ed = stack
    m = round(w / step)
    below = -np.mean(phi[top, :m] - phi[top - 1, :m]) / step
    left = (phi[top, -1] - phi[top, 0]) / step
    right = (phi[top, m - 1] - phi[top, m]) / step
    return -(below - ex / ez * (right - left) * step / (2 * w))


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# Example inputs: rough typical values for a hafnia-zirconia capacitor.
w, d, t, eps_film, eps_alumina = 8.0, 20.0, 3.0, 30.0, 9.0
pol, trapped = 20.0, 17.0                      # uC/cm2
stack = (w, d, t, eps_film, eps_film, eps_alumina)
sigma = (pol - trapped) * 0.01                 # C/m2
drive = sigma / const.epsilon_0 * 1e-9         # V/nm
to_mv = 10.0                                  # MV/cm per V/nm

# Example stack: equal stripes, unequal stripes, and a wall of finite width.
step, test_wall = 0.1, 2.0
x = grid_x(w, step)
equal = np.where(x < w, 1.0, -1.0)
unequal = np.where(x < 1.2 * w, 1.0, -1.0)
triangle = np.arcsin(np.sin(pi * x / w)) * w / pi
ramp = np.clip(triangle / (test_wall / 2), -1, 1)
(phi, phi_unequal, phi_ramp), top = poisson(
    stack, step, [equal, unequal, ramp])
col = len(x) // 4
for m in (0, 10, 25, 60, 99):
    numeric = -(phi[top - m, col] - phi[top - m - 1, col]) / step
    assert close(numeric, series(x[col], (m + .5) * step, stack)[2], 3e-3)
for m in (0, 10, 20):
    numeric = -(phi[top + m + 1, col] - phi[top + m, col]) / step
    formula = series(x[col], (m + .5) * step, stack, False)[2]
    assert close(numeric, formula, 3e-3)
layer_means = -np.diff(phi.mean(axis=1)) / step
assert np.max(np.abs(layer_means)) < 1e-9
mean_unequal = -np.mean(phi_unequal[top] - phi_unequal[top - 1]) / step
assert close(mean_unequal, -unequal.mean() * single_domain(stack), 1e-6)
numeric = (phi_ramp[top, -1] - phi_ramp[top, 0]) / step
assert close(numeric, series(0.0, 0.0, stack, True, test_wall)[1], 1e-2)
assert close(np.mean(equal * phi[top]) / 2, face_energy(stack), 5e-3)
average_grid = grid_average(phi, top, stack, step)
assert close(average_grid, domain_average(stack), 1e-2)
assert d / 2 > t and average_grid > 1.05 * single_domain(stack)

# Thick dielectric: stripes now lower the film field at the face.
reverse = (4.0, 4.0, 6.0, 30.0, 30.0, 9.0)
xr = grid_x(4.0, step)
(phi_r,), top_r = poisson(reverse, step, [np.where(xr < 4, 1.0, -1.0)])
average_r = grid_average(phi_r, top_r, reverse, step)
assert close(average_r, domain_average(reverse), 1e-2)
assert average_r < 0.95 * single_domain(reverse)

# Thick anisotropic layers: closed form, two stripe widths, energy.
thick = (4.0, 16.0, 8.0, 45.0, 30.0, 9.0)
kappa, g = np.sqrt(45 / 30), np.sqrt(45 * 30)
surface = kappa / (g + 9)
xt = grid_x(4.0, step)
patterns = [np.sign(np.sin(pi * xt / width)) for width in (4.0, 2.0)]
answers, top_t = poisson(thick, step, patterns)
for width, pattern, p in zip((4.0, 2.0), patterns, answers):
    c = round(width / 2 / step)
    k = pi / width
    fields = []
    for m in (0, 1, 8, 15):
        numeric = -(p[top_t - m, c] - p[top_t - m - 1, c]) / step
        fields.append(numeric)
        angle = np.arctan(np.sin(k * xt[c])
                          / np.sinh(kappa * k * (m + .5) * step))
        assert close(numeric, -surface * 2 / pi * angle, 1e-2)
    assert close(-(1.5 * fields[0] - .5 * fields[1]), surface, 5e-3)
    energy_formula = 7 * zeta(3) * width / (2 * pi ** 3 * (g + 9))
    assert close(np.mean(pattern * p[top_t]) / 2, energy_formula, 1e-2)

# Worked numbers.
centre = w / 2


def film_field(depth, s=stack, wall=0.0):
    return -series(centre, depth, s, True, wall)[2] * drive * to_mv


face = film_field(0.0)
alumina_face = series(centre, 0, stack, False)[2] * drive * to_mv
single = single_domain(stack) * drive * to_mv
single_alumina = single * d / (2 * t)
half_depth = brentq(lambda s: film_field(s) - face / 2, 0.01, d / 2)
tenth_depth = brentq(lambda s: film_field(s) - face / 10, 0.01, d / 2)
face_potential = series(centre, 0, stack)[0] * drive
energy = face_energy(stack) * sigma * drive * 1e3
energy_single = 0.5 * single / to_mv * d / 2 * sigma * 1e3
thick_face = drive * to_mv / (eps_film + eps_alumina)

print(f"stripe width w: {w:.1f} nm; decay length w/pi: {w/pi:.2f} nm")
print(f"film d: {d:.1f} nm; each alumina layer t: {t:.1f} nm")
print(f"permittivity film, alumina: {eps_film:.0f}, {eps_alumina:.0f}")
print(f"polarization, trapped: {pol:.0f}, {trapped:.0f} uC/cm2")
print(f"net face charge: {sigma*100:.1f} uC/cm2")
print(f"sigma/eps0: {drive*to_mv:.2f} MV/cm")
print("Film field sizes at domain centre (direction: depolarizing)")
for label, depth in (("face", 0), ("w/(2 pi)", w/(2*pi)), ("w/pi", w/pi),
                     ("w/2", w/2), ("w", w), ("mid-film", d/2)):
    print(f"  {label}: depth {depth:.2f} nm, {film_field(depth):.4f} MV/cm")
print(f"half-field depth: {half_depth:.2f} nm = {half_depth/w:.3f} w")
print(f"tenth-field depth: {tenth_depth:.2f} nm = {tenth_depth/w:.3f} w")
print(f"thick-layer face field, any w: {thick_face:.3f} MV/cm")
print(f"thick-layer fraction kept: {eps_film/(eps_film+eps_alumina):.3f}")
print(f"alumina field at face, centre: {alumina_face:.3f} MV/cm")
alumina_metal = series(centre, t, stack, False)[2] * drive * to_mv
print(f"alumina field at metal, centre: {alumina_metal:.3f} MV/cm")
print(f"single domain, film: {single:.3f} MV/cm")
print(f"single domain, alumina: {single_alumina:.3f} MV/cm")
average = domain_average(stack) * drive * to_mv
print(f"stripe domain-average at face: {average:.3f} MV/cm")
print(f"domain average / single domain: {average/single:.3f}")
print(f"face potential at centre: {face_potential:.4f} V")
print(f"energy per face, stripes: {energy:.3f} mJ/m2")
print(f"energy per face, single domain: {energy_single:.3f} mJ/m2")
print(f"face field with no trapped charge: {face*pol/(pol-trapped):.2f} MV/cm")

# Sizes of neglected effects; material limits below are rough inputs.
coercive, breakdown = 1.0, 4.0
print(f"rough coercive, breakdown: {coercive:.1f}, {breakdown:.1f} MV/cm")
print(f"face field / coercive: {face/coercive:.2f}")
print(f"face field / breakdown: {face/breakdown:.2f}")
induced = const.epsilon_0 * (eps_film - 1) * face * 1e8 * 100
print(f"induced polarization at face: {induced:.2f} uC/cm2")
for factor in (0.7, 1.3):
    changed = (w, d, t, factor * eps_film, eps_film, eps_alumina)
    print(f"ex={factor*eps_film:.0f}: face {film_field(0, changed):.3f}, "
          f"at w/pi {film_field(w/pi, changed):.3f} MV/cm")
wall = 0.5
edge = abs(series(0, 0, stack, True, wall)[1]) * drive * to_mv
print(f"wall width: {wall:.1f} nm; in-plane field there: {edge:.3f} MV/cm")
wall_change = film_field(0, stack, wall) / face - 1
print(f"wall-width change of centre face field: {100*wall_change:.3f} %")
screening = 0.05
longer = (w, d, t + eps_alumina * screening, eps_film, eps_film, eps_alumina)
print(f"metal screening length: {screening:.2f} nm; face field change: "
      f"{100*(film_field(0, longer)/face-1):.2f} %")

# Uncorrelated trapped charges: root-mean-square normal field at depth w/pi.
density = trapped * 0.01 / const.e
depth_m = w / pi * 1e-9
integral = quad(lambda u: u / (1 + u * u) ** 3, 0, np.inf)[0]
prefactor = const.e / (2 * pi * const.epsilon_0 * (eps_film + eps_alumina))
speckle = prefactor * np.sqrt(2 * pi * density * integral) / depth_m / 1e8
print(f"trapped charge density: {density*1e-4:.2e} per cm2")
print(f"random-charge rms field at w/pi: {speckle:.3f} MV/cm")

# Tunnelling through alumina, linear potential drop, rough barrier and mass.
barrier, mass, attempts = 3.0, 0.3, 1e13
wave = np.sqrt(2 * mass * const.m_e * const.e) / const.hbar * 1e-9
action = 2 * t * wave * quad(
    lambda u: np.sqrt(barrier - face_potential * u), 0, 1)[0]
transmission = np.exp(-action)
print(f"barrier: {barrier:.1f} eV; mass: {mass:.1f} m_e")
print(f"tunnelling factor: {transmission:.1e}")
print(f"attempt rate: {attempts:.0e} 1/s; time: "
      f"{1/(attempts*transmission):.1e} s")
thermal = const.k * (85 + const.zero_Celsius) / const.e
print(f"thermal energy at 85 C: {thermal:.4f} eV")
print("OK")
```

Output:

```
stripe width w: 8.0 nm; decay length w/pi: 2.55 nm
film d: 20.0 nm; each alumina layer t: 3.0 nm
permittivity film, alumina: 30, 9
polarization, trapped: 20, 17 uC/cm2
net face charge: 3.0 uC/cm2
sigma/eps0: 33.88 MV/cm
Film field sizes at domain centre (direction: depolarizing)
  face: depth 0.00 nm, 0.8181 MV/cm
  w/(2 pi): depth 1.27 nm, 0.5728 MV/cm
  w/pi: depth 2.55 nm, 0.3722 MV/cm
  w/2: depth 4.00 nm, 0.2181 MV/cm
  w: depth 8.00 nm, 0.0550 MV/cm
  mid-film: depth 10.00 nm, 0.0416 MV/cm
half-field depth: 2.28 nm = 0.285 w
tenth-field depth: 6.69 nm = 0.836 w
thick-layer face field, any w: 0.869 MV/cm
thick-layer fraction kept: 0.769
alumina field at face, centre: 1.038 MV/cm
alumina field at metal, centre: 0.697 MV/cm
single domain, film: 0.565 MV/cm
single domain, alumina: 1.882 MV/cm
stripe domain-average at face: 0.836 MV/cm
domain average / single domain: 1.481
face potential at centre: 0.2449 V
energy per face, stripes: 2.704 mJ/m2
energy per face, single domain: 8.471 mJ/m2
face field with no trapped charge: 5.45 MV/cm
rough coercive, breakdown: 1.0, 4.0 MV/cm
face field / coercive: 0.82
face field / breakdown: 0.20
induced polarization at face: 2.10 uC/cm2
ex=21: face 0.777, at w/pi 0.412 MV/cm
ex=39: face 0.847, at w/pi 0.338 MV/cm
wall width: 0.5 nm; in-plane field there: 2.168 MV/cm
wall-width change of centre face field: 0.010 %
metal screening length: 0.05 nm; face field change: 1.91 %
trapped charge density: 1.06e+14 per cm2
random-charge rms field at w/pi: 0.374 MV/cm
barrier: 3.0 eV; mass: 0.3 m_e
tunnelling factor: 4.0e-13
attempt rate: 1e+13 1/s; time: 2.5e-01 s
thermal energy at 85 C: 0.0309 eV
OK
```
